# Avrami Plots with an Ignored Incubation Time in a Phase-Change Film

An amorphous phase-change memory film is annealed in a furnace at constant temperature, starting at $t=0$. No crystal forms before the incubation time $\tau$. From then on, nuclei appear at random places at a constant rate $I$ per unit film area. Each nucleus starts with negligible radius and grows as a disc through the whole film thickness, its radius increasing at constant speed $v$ until it meets other grains. The film is much wider than a grain.

Use these round model parameters: $\tau=100$ s, $v=0.50$ nm/s, $I=5.0\times10^{-7}$ nm$^{-2}$ s$^{-1}$, film thickness $d=20$ nm, anneal temperature $T=430$ K, and activation energy $E=2.5$ eV for nucleation, growth and incubation alike.

## Part (a)

**Question.** Show that the crystallized fraction follows an Avrami law with exponent 3 in the time since $\tau$. Find the rate constant $k$, and the crystallized fraction at $t=300$ s.

**Answer.** Choose a point of the film and ask whether it is still amorphous at time $t>\tau$. A nucleus born at time $s$ has by then reached the radius $v(t-s)$. The point is amorphous if, for every $s$ between $\tau$ and $t$, no nucleus was born within that distance of it.

It is convenient to let nuclei be born everywhere at the rate $I$, even inside existing grains, where none can really form. These fictitious nuclei do not change the crystallized region. Suppose one is born at time $s$ at a place already reached by a grain born at time $s_0$. That place lies within $v(s-s_0)$ of the older nucleus. A point reached by the fictitious disc at time $t$ lies within $v(t-s)$ of the place. By the triangle inequality, its distance from the older nucleus is at most
$$v(t-s)+v(s-s_0)=v(t-s_0),$$
so the older disc covers it as well. The argument fails if a younger grain can grow faster than an older one.

The mean number $x$ of births that would cover the chosen point is the rate times the area, summed over birth times:
$$x=\int_\tau^t I\,\pi v^2(t-s)^2\,ds .$$
With the age $w=t-s$, $ds=-dw$, and the limits $s=\tau,\,t$ become $w=t-\tau,\,0$. The minus sign reverses the limits:
$$x=\pi I v^2\int_0^{t-\tau}w^2\,dw=\frac{\pi}{3}Iv^2(t-\tau)^3 .$$

Births are independent. Divide the relevant places and times into small elements with mean numbers $\delta x_i$. The probability that all are empty is $\prod_i(1-\delta x_i)$, which tends to $e^{-x}$ as the elements shrink. This is the amorphous fraction $1-X$, so
$$X=1-e^{-[k(t-\tau)]^3},\qquad k^3=\frac{\pi I v^2}{3}.$$

The exponent 3 has two parts: the disc area gives two powers of time, and the steady supply of nuclei gives the third. For the data,
$$k^3=\frac{\pi(5.0\times10^{-7})(0.50)^2}{3}\ \text{s}^{-3}=1.309\times10^{-7}\ \text{s}^{-3},$$
so $k=5.077\times10^{-3}$ s$^{-1}$. At 300 s the growth time is 200 s, and
$$x=(1.309\times10^{-7})(200)^3=1.047,\qquad X=1-e^{-1.047}=0.649 .$$

## Part (b)

**Question.** An experimenter who does not know about $\tau$ plots $Y=\ln[-\ln(1-X)]$ against $\ln t$, with $t$ counted from the start of the anneal. Show that the local slope at $t=3\tau$ is 4.5, whatever the values of $k$ and $\tau$.

**Answer.** From part (a), $-\ln(1-X)=[k(t-\tau)]^3$. A second logarithm gives
$$Y=3\ln k+3\ln(t-\tau).$$
Since $d(\ln t)=dt/t$, the local slope is
$$m(t)=\frac{dY}{d\ln t}=t\,\frac{dY}{dt}=\frac{3t}{t-\tau}.$$
The constant $k$ has dropped out, because it only shifts the plot vertically. At $t=3\tau$,
$$m(3\tau)=\frac{3\cdot3\tau}{3\tau-\tau}=\frac{9}{2}=4.5 .$$

The factor $t/(t-\tau)$ compares two clocks. A 1% increase of $t=300$ s is 3 s, but 3 s is 1.5% of the 200 s for which crystals have been growing. The plot divides the change in $Y$ by the smaller percentage, so the slope is 1.5 times too large.

A simulation that does not use the Avrami law agrees. Random nuclei and growing discs were followed in 4000 periodic boxes, each 1000 nm wide, with 40 probe points per box. The covered fraction at 300 s was 0.648, against 0.649 from the formula. The slope of the chord between 270 s and 330 s was 4.52. The statistical errors are about 0.002 in the fraction and 0.02 in the slope. The formula gives for the same chord
$$\frac{3\ln(230/170)}{\ln(330/270)}=4.52,$$
slightly above 4.5 because the plot is curved.

## Part (c)

**Question.** Describe the shape of the plot. Could the experimenter recover the exponent 3 by waiting until the slope settles?

**Answer.** The derivative of the slope is
$$\frac{dm}{dt}=\frac{3(t-\tau)-3t}{(t-\tau)^2}=-\frac{3\tau}{(t-\tau)^2}<0,$$
so the plot bends downwards throughout. The slope diverges as $t$ approaches $\tau$ from above, and for $t\gg\tau$ it tends to 3. For this film:

| $t$ (s) | $X$ | $m$ |
|---|---|---|
| 150 | 0.016 | 9.0 |
| 200 | 0.123 | 6.0 |
| 300 | 0.649 | 4.5 |
| 400 | 0.971 | 4.0 |

For the slope to come within 10% of 3 we need $3t/(t-\tau)\le3.3$. Multiplying by the positive quantity $(t-\tau)/3$ gives $t\le1.1t-1.1\tau$, hence $t\ge11\tau=1100$ s. By then
$$[k(t-\tau)]^3=(5.077)^3\approx131,$$
and the formula leaves an amorphous fraction of about $10^{-57}$. There is nothing left to measure, so waiting does not help with this film.

Whether it helps with another film depends on $k\tau$. Writing $t-\tau=x^{1/3}/k$ in the slope formula gives
$$m=3\left(1+\frac{\tau}{t-\tau}\right)=3\left(1+\frac{k\tau}{x^{1/3}}\right),\qquad x=-\ln(1-X).$$
At a given crystallized fraction, the relative error of the slope is proportional to $k\tau$. Incubation can be ignored if $k\tau\ll x^{1/3}$ over the whole measured range. Here $k\tau=0.51$, which is not small.

## Part (d)

**Question.** The experimenter draws a straight line through the plot between 5% and 95% crystallization. Estimate its slope from the two end points, and say what might wrongly be concluded about the growth.

**Answer.** Solving the Avrami law for time gives $t=\tau+[-\ln(1-X)]^{1/3}/k$. The end points are
$$t_{5}=100+\frac{(0.0513)^{1/3}}{5.077\times10^{-3}}=173.2\ \text{s},\qquad t_{95}=100+\frac{(2.996)^{1/3}}{5.077\times10^{-3}}=383.9\ \text{s}.$$
The line through them has slope
$$\frac{\ln(2.996/0.0513)}{\ln(383.9/173.2)}=\frac{4.067}{0.796}=5.1 .$$
A least-squares line through 50 points equally spaced in time over the same range has slope 4.96. The two values differ because a curved plot has no single slope, and the result depends on how the points are chosen and weighted.

To see what such a number suggests, repeat part (a) for growth in $D$ dimensions. The grain size is then proportional to $w^D$, and
$$x\propto\int_0^{t-\tau}w^D\,dw=\frac{(t-\tau)^{D+1}}{D+1}.$$
With constant nucleation rate and constant speed, the exponent is $D+1$, at most 4. A fitted value near 5 therefore cannot be such an exponent and should raise suspicion. Here the nucleation rate and the speed are constant after $\tau$, and only the time origin is wrong. A local slope of 4.0, as at 400 s, is more deceptive, because it imitates three-dimensional growth although the grains are flat discs.

## Part (e)

**Question.** The data are replotted against $\ln(t-\tau')$, where $\tau'$ is an estimate of $\tau$. Find the local slope. How large is the error at 300 s if $\tau'=90$ s?

**Answer.** The vertical coordinate is unchanged, while now $d\ln(t-\tau')=dt/(t-\tau')$. Hence, for $t$ larger than both $\tau$ and $\tau'$,
$$m'=(t-\tau')\frac{dY}{dt}=\frac{3(t-\tau')}{t-\tau}.$$
For $\tau'=\tau$ the slope is 3 at all times after $\tau$, and the plot is straight. For $\tau'=0$ the result of part (b) returns. At 300 s with $\tau'=90$ s,
$$m'=\frac{3\times210}{200}=3.15,$$
which is 5% too large. The same 10 s error does more harm early: at 150 s the slope is $3\times60/50=3.6$. An estimate $\tau'>\tau$ gives a slope below 3.

If the exponent 3 is already known, $\tau$ can be read from a different plot. The cube root of $-\ln(1-X)$ equals $k(t-\tau)$, a straight line in $t$ that meets the time axis at $\tau$. This plot assumes the exponent and a sharp onset, and its straightness is only a weak check. A wrong root gives a curved plot, but the curvature is slight. Between 5% and 95% crystallization, the roots $1/2.5$ and $1/3.5$ depart from a fitted line by only about 0.01 in $X$, yet those lines meet the axis at 127 s and 73 s. If both are unknown, the exponent $n$, $k$ and $\tau$ can be fitted together, but $n$ and $\tau$ trade off strongly. With 50 points over this range and noise of 0.01 in $X$, they scatter by about 0.13 and 7 s. For the gradual onset of part (f), the cube-root plot also looks straight to within 0.01 in $X$ but meets the axis near 39 s, and the three-parameter fit returns $n\approx3.4$ and $\tau\approx14$ s.

## Part (f)

**Question.** Suppose instead that the nucleation rate rises gradually from the start of the anneal, as $I(1-e^{-t/\tau})$. Show that at late times the number of births per area has the same lag $\tau$ as before. Find the slope against $\ln t$ at $t=3\tau$.

**Answer.** The number of births per area, fictitious ones included, is
$$N(t)=I\int_0^t(1-e^{-s/\tau})\,ds=I\left[t-\tau(1-e^{-t/\tau})\right],$$
which approaches $I(t-\tau)$ for $t\gg\tau$. This is the same line, with the same lag, as for the sharp onset. It is not a count of visible grains, because fictitious births are included and real nucleation stops once the film is full.

For the crystallized fraction, set $u=t/\tau$ and $p=s/\tau$. The integral of part (a) becomes
$$x=\pi Iv^2\tau^3J(u),\qquad J(u)=\int_0^u(1-e^{-p})(u-p)^2\,dp .$$
Define $K_n=\int_0^u e^{-p}(u-p)^n\,dp$. Directly, $K_0=1-e^{-u}$. Integration by parts gives
$$K_1=u-K_0=u-1+e^{-u},$$
$$K_2=u^2-2K_1=u^2-2u+2-2e^{-u}.$$
Since $\int_0^u(u-p)^2dp=u^3/3$, we have $J=u^3/3-K_2$. To differentiate $J$, note that the integrand vanishes at the upper limit $p=u$, so only the explicit $u$ contributes:
$$J'=2\int_0^u(1-e^{-p})(u-p)\,dp=u^2-2K_1=K_2 .$$
The slope is $d\ln x/d\ln t=uJ'/J$. At $u=3$, $K_2=9-6+2-2e^{-3}=5-2e^{-3}$ and $J=9-K_2=4+2e^{-3}$, so
$$m=\frac{3(5-2e^{-3})}{4+2e^{-3}}=\frac{3\times4.900}{4.100}=3.59 .$$

The value 4.5 therefore belongs to a sharp onset, and knowing the lag alone is not enough. The early behaviour differs too. For $u\ll1$, $1-e^{-p}\approx p$ and
$$J\approx\int_0^u p(u-p)^2dp=\frac{u^4}{2}-\frac{2u^4}{3}+\frac{u^4}{4}=\frac{u^4}{12},$$
so the slope starts at 4 instead of diverging.

## Part (g)

**Question.** Return to the sharp onset. Estimate how the slope at 300 s changes, taking one effect at a time, if (i) grains are spheres nucleated at random depths in the film, (ii) nuclei start with radius $r_0=1$ nm, (iii) the furnace warms steadily by 1 K between 100 s and 300 s.

**Answer.** Let $g=t-\tau=200$ s.

(i) At a vertical distance $\Delta$ from its nucleus, a sphere of age $w$ has a circular section of squared radius $v^2w^2-\Delta^2$. Two independent random depths each have variance $d^2/12$, so the mean of $\Delta^2$ is $d^2/6$. Neglecting the short time before a grain spans the film, and averaging $x$ over depth,
$$x\propto\int_0^g\left(v^2w^2-\frac{d^2}{6}\right)dw=\frac{v^2}{3}(g^3-cg),\qquad c=\frac{d^2}{2v^2}=800\ \text{s}^2 .$$
The slope is
$$m=\frac{t(3g^2-c)}{g^3-cg}=\frac{300\times119\,200}{7.84\times10^6}=4.56 .$$
Numerical integration without these two simplifications gives 4.55. The effect is small because the largest grain radius, $vg=100$ nm, is five times the film thickness.

(ii) The disc radius is now $r_0+vw$. A fictitious nucleus born within $r_0$ of the edge of a grain now sticks out slightly. Neglecting this small effect,
$$x=\pi I\int_0^g(r_0+vw)^2dw=\frac{\pi I}{3v}\left[(r_0+vg)^3-r_0^3\right],$$
$$m=\frac{3vt(r_0+vg)^2}{(r_0+vg)^3-r_0^3}=\frac{450\times101^2}{101^3-1}=4.46 .$$

(iii) A rate proportional to $e^{-E/k_BT}$ gains the fraction $E/(k_BT^2)=0.157$ per kelvin. With a common activation energy, $I$ and $v$ both grow as $e^{\beta w}$, where $w$ is now the time since $\tau$ and $\beta=0.157/(200\ \text{s})$. The common factor amounts to a faster clock, so $g$ in the Avrami law is replaced by $G=\int_0^g e^{\beta w}dw=(e^{\beta g}-1)/\beta$. Then
$$m=\frac{3t}{G}\frac{dG}{dt}=\frac{3t\beta}{1-e^{-\beta g}}=4.5\times\frac{0.157}{1-e^{-0.157}}=4.86 .$$
Of these three effects the drift is the largest. A slope read to a few per cent needs a furnace stable to a fraction of a kelvin.

## Part (h)

**Question.** Can the result be carried over to a single memory cell 40 nm wide, and to storage at 358 K?

**Answer.** The parameters describe a blanket film. A thickness of tens of nanometres, crystallization within minutes somewhat above 400 K, and an activation energy of 2 to 3 eV are roughly typical of phase-change films. Nucleation rates and growth speeds vary widely between materials, and the values here were chosen to give a process lasting minutes.

In a square cell 40 nm wide, the mean number of births by 300 s is
$$I\,(40\ \text{nm})^2\,(200\ \text{s})=0.16 .$$
If the cell is isolated, no grain can enter from outside, and the probability that it has no nucleus is $e^{-0.16}=0.85$. Most such cells would still be amorphous when the blanket film is 65% crystalline. The assumption that fails is that the film is much wider than a grain. If the amorphous region instead has a crystalline rim, as after melting part of a crystalline cell, growth can start from the rim without nucleation. At 0.50 nm/s it covers the 20 nm to the centre in 40 s, less than $\tau$. The slope of 4.5 then has no meaning for the cell.

For storage at 358 K, the common activation energy lengthens all times by
$$\exp\left[\frac{E}{k_B}\left(\frac{1}{358\ \text{K}}-\frac{1}{430\ \text{K}}\right)\right]\approx7.8\times10^5,$$
so the incubation time becomes about $7.8\times10^7$ s, or 2.5 years. This is not by itself the retention time of a cell. With a crystalline rim, the 40 s of growth become about one year, well short of a storage target of, say, ten years. An isolated cell must still wait for a nucleus after the incubation time. The mean wait, $1/[I\,(40\ \text{nm})^2]=1250$ s at 430 K, becomes about 31 years, so such a cell usually lasts much longer. The wait is random, however: about one isolated cell in five gets a nucleus within ten years, and in a large array the first ones do so soon after the incubation time. These estimates are rough, since they extend one activation energy over 72 K and depend on it exponentially: a change of 0.2 eV alters the times by a factor of about three, and moves the share of isolated cells nucleated within ten years from about 58% at 2.3 eV to about 3% at 2.7 eV. In a real material, nucleation, growth and incubation also need not share one activation energy. For the blanket film, the slope at $3\tau$ would still be 4.5 in this model, because it does not depend on $k$ or $\tau$.

The main numerical values are collected in the output that follows.

## Numbers as computed

```
INPUTS (round model parameters)
incubation time tau = 100 s
growth speed v = 0.50 nm/s
nucleation rate I = 5.0e-07 1/(nm^2 s)
film thickness = 20 nm
anneal temperature = 430 K
activation energy = 2.5 eV
MAIN RESULT
rate constant k = 5.077e-03 1/s
grain radius limit v(t-tau) at 3 tau = 100 nm
exponent (k(t-tau))^3 at 3 tau = 1.0472
t = 150 s: X = 0.0162, slope = 9.000
t = 200 s: X = 0.1227, slope = 6.000
t = 300 s: X = 0.6491, slope = 4.500
t = 400 s: X = 0.9708, slope = 4.000
slope at 3 tau against ln(t-tau) = 3.000
same with trial tau of 90 s = 3.150
SIMULATION OF RANDOM NUCLEI (chords over t +- 10 %)
simulated X at 3 tau = 0.648
simulated slope at 3 tau = 4.52
simulated slope at 2 tau = 6.08
simulated slope against ln(t-tau) = 3.00
STRAIGHT-LINE FIT AND LATE TIMES
time at X = 0.05: 173.2 s
time at X = 0.95: 383.9 s
fitted slope, 50 equal time steps = 4.96
slope at 11 tau = 3.30
-log10(1-X) at 11 tau = 57
NEGLECTED EFFECTS: slope at 3 tau
gradual onset of nucleation, same lag: 3.586
finite film thickness: 4.554
starting radius 1 nm: 4.455
furnace warming by 1 K from tau to 3 tau: 4.862
relative rate gain per kelvin = 0.157 1/K
DEVICE LIMITS
cell width = 40 nm
mean nuclei per cell area by 3 tau = 0.16
temperature of use = 358 K
Arrhenius slowdown factor = 7.8e+05
incubation time at temperature of use = 2.5 years
```
